# From Small-Capacitor Breakdown to the 100 ppm Lifetime of Large Gates

## The question

Small metal-oxide-semiconductor capacitors are held at a constant gate voltage until the oxide breaks down. The fraction that has failed by time $t$ follows the Weibull law

$$F_S(t)=1-\exp\left[-\left(\frac{t}{\eta_S}\right)^{\beta}\right],$$

where $\eta_S$ is the scale time and $\beta$ the slope. The data are:

- small capacitor area $A_S=10^{-6}$ cm², 63 percent lifetime $1.00\times10^{4}$ s, slope $\beta=1.2$;
- large gate area $A_L=10^{-3}$ cm², so that $N=A_L/A_S=1000$;
- oxide thickness 2.0 nm, stress voltage 3.0 V, temperature 398 K.

The large gate may be treated as $N$ areas of size $A_S$ that are statistically alike and fail independently. It counts as failed at its first breakdown. The full gate voltage is taken to reach every area, and defects left by manufacture are ignored until part (g). Voltage and temperature stay at their stress values until part (f).

## (a) Show that the 63 percent lifetime is $\eta_S$, and explain the name "slope" for $\beta$.

**Answer.** Setting $t=\eta_S$ makes the bracket equal to one, whatever the value of $\beta$:

$$F_S(\eta_S)=1-e^{-1}=0.632.$$

Hence $\eta_S=1.00\times10^{4}$ s. To find the meaning of $\beta$, move the exponential to one side and take a logarithm:

$$-\ln(1-F_S)=\left(\frac{t}{\eta_S}\right)^{\beta}.$$

A second logarithm gives

$$\ln[-\ln(1-F_S)]=\beta\ln t-\beta\ln\eta_S .$$

Plotted against $\ln t$, the left side is a straight line of slope $\beta$. A small slope means lifetimes widely spread on a logarithmic scale, and so some failures long before $\eta_S$.

## (b) Find the failure law of the large gate and its 63 percent lifetime.

**Answer.** The large gate survives to time $t$ if all its $N$ areas survive. Each does so with probability $1-F_S$. Because the areas are independent, the probabilities multiply:

$$1-F_L(t)=[1-F_S(t)]^{N}.$$

Inserting the Weibull law and using $(e^{-x})^N=e^{-Nx}$,

$$1-F_L(t)=\exp\left[-N\left(\frac{t}{\eta_S}\right)^{\beta}\right].$$

The factor $N$ can be absorbed in the scale time, since $N=(N^{1/\beta})^{\beta}$:

$$N\left(\frac{t}{\eta_S}\right)^{\beta}
=\left(\frac{N^{1/\beta}\,t}{\eta_S}\right)^{\beta}
=\left(\frac{t}{\eta_L}\right)^{\beta},
\qquad \eta_L=\eta_S N^{-1/\beta}.$$

The large gate therefore obeys a Weibull law with the same slope and a shorter scale time. Numerically, $N^{1/\beta}=1000^{1/1.2}=316.2$, so

$$\eta_L=\frac{1.00\times10^{4}\ \text{s}}{316.2}=31.6\ \text{s}.$$

Two limits show what the slope does. For $\beta=1$ the lifetime falls in proportion to area. For $\beta\to\infty$ all areas fail at the same time $\eta_S$, and $N^{-1/\beta}\to1$: taking the weakest of a thousand identical links changes nothing. The slope 1.2 lies between these limits: the lifetime falls by a factor of 316, against 1000 for $\beta=1$.

A direct simulation tests this law. For each of 20,000 large gates, 1000 lifetimes were drawn from the small-area law and the shortest was kept. The 63 percent time of these minima was 31.59 s. Their slope, obtained from the spread of $\ln t$, was 1.198.

## (c) Find the time $t_q$ at which a fraction $q=100$ ppm of large gates has failed.

**Answer.** One ppm is $10^{-6}$, so $q=10^{-4}$. The required time satisfies $F_L(t_q)=q$, or

$$\exp\left[-\left(\frac{t_q}{\eta_L}\right)^{\beta}\right]=1-q.$$

Take the logarithm, change both signs, and raise to the power $1/\beta$:

$$t_q=\eta_L[-\ln(1-q)]^{1/\beta}.$$

The quantity in brackets is positive because $1-q<1$. Substituting $\eta_L$ from part (b),

$$\boxed{t_q=\eta_S\left[\frac{-\ln(1-q)}{N}\right]^{1/\beta}}$$

For small $q$ the series $-\ln(1-q)=q+q^2/2+\dots$ gives

$$t_q\approx\eta_S\left(\frac{q}{N}\right)^{1/\beta}.$$

The neglected term changes the bracket by the relative amount $q/2$, and hence the time by about $q/(2\beta)=4.2\times10^{-5}$. The short form is ample here. It would not serve for a percentile such as 63 percent.

The percentile factor is $(10^{4})^{1/1.2}=2154$. Together with the area factor,

$$\frac{\eta_S}{t_q}=316.2\times2154=6.81\times10^{5},$$

$$t_q=\frac{1.00\times10^{4}\ \text{s}}{6.81\times10^{5}}=1.47\times10^{-2}\ \text{s}=14.7\ \text{ms}.$$

Solving $1-[1-F_S(t)]^N=10^{-4}$ numerically for $t$, without the formula in the box, also gives $1.468\times10^{-2}$ s.

This is a lifetime under accelerated stress, not in service. Of the two conversions, the change of percentile costs more than the change of area, because $1/q=10^4$ exceeds $N=10^3$ and both enter with the same exponent.

## (d) What fraction of the small capacitors has failed at $t_q$? What does this say about the extrapolation?

**Answer.** The survival relation of part (b), taken at $t_q$, reads $1-q=(1-q_S)^N$. Taking the $N$th root,

$$q_S=1-(1-q)^{1/N}\approx\frac{q}{N}=10^{-7}.$$

Ten thousand large gates contain as much oxide as ten million small capacitors: $10^4$ gates times $10^3$ areas. At $t_q$, on average one of those ten million areas has failed.

This part of the argument does not use the Weibull law. Weakest-link scaling alone turns 100 ppm of large gates into $10^{-7}$ of small capacitors. The Weibull law then supplies the time belonging to that fraction. In a sample of one hundred capacitors the first failure represents about one percent, so the line must be continued over some five decades in failed fraction where the sample has no points.

## (e) How sensitive is $t_q$ to the slope? Assess the error from fitting 100 capacitors, and the error if the lifetimes were lognormal instead.

**Answer.** Write $h=-\ln(1-q)$ and take the logarithm of the boxed result:

$$\ln t_q=\ln\eta_S-\frac1\beta\ln\frac{N}{h}.$$

With $\eta_S$, $N$ and $q$ held fixed, the derivative of $-1/\beta$ is $+1/\beta^2$. Thus

$$\frac{\partial\ln t_q}{\partial\beta}=\frac{\ln(N/h)}{\beta^2}
=\frac{\ln(10^{7})}{1.44}=11.19.$$

A slope error of 0.1 changes $\ln t_q$ by about 1.1, a factor of about three. The full formula gives 4.3 ms for $\beta=1.1$ and 41 ms for $\beta=1.3$. The two factors differ because $1/\beta$ is curved. Taking $\beta=1$, and so dividing by $N/q=10^7$, would give 1.0 ms.

*Finite sample.* For a maximum-likelihood fit to $n$ complete lifetimes, the large-sample standard deviation of the slope is

$$\sigma_\beta\approx\frac{\sqrt6}{\pi}\frac{\beta}{\sqrt n},$$

a standard result quoted here. It gives 0.094 for $n=100$. In 2000 simulated experiments of 100 capacitors each, the standard deviation was 0.096. Multiplying by 11.19 gives a standard deviation of about 1.1 in $\ln t_q$. The lifetimes predicted by the simulated experiments had their 5th percentile at 2.8 ms and their 95th at 91 ms, although every sample came from the same law with $t_q=14.7$ ms. A result from one such sample deserves hardly more than its order of magnitude.

*Another distribution.* Compare a lognormal law with the same mean and standard deviation of $\ln t$. From part (a), $x=(t/\eta_S)^\beta$ has survival probability $e^{-x}$, and

$$\ln t=\ln\eta_S+\frac{1}{\beta}\ln x.$$

The moments of $x$ are $\langle x^s\rangle=\int_0^\infty x^s e^{-x}\,dx=\Gamma(1+s)$. The expansion $\ln\Gamma(1+s)=-\gamma s+\pi^2s^2/12+\dots$, with $\gamma=0.577$, gives $\ln x$ the mean $-\gamma$ and the variance $\pi^2/6$. Therefore

$$\mu=\ln\eta_S-\frac{\gamma}{\beta}=8.73,\qquad
\sigma=\frac{\pi}{\sqrt6\,\beta}=1.069,$$

with $t$ in seconds inside the logarithm. By part (d) the required fraction is still $10^{-7}$, which a normal variable reaches 5.20 standard deviations below its mean:

$$\ln t_q=8.73-5.20\times1.069=3.17,\qquad t_q\approx24\ \text{s}.$$

This is about 1600 times the Weibull answer. The two laws share their centre and width but not their early tail, and the tail decides the result. They also differ in the skewness of $\ln t$ within the measured range, so 100 complete lifetimes would usually tell these two laws apart. The factor shows how much the shape of the tail matters; what such a sample cannot exclude is a departure from the Weibull line that begins below its first failure. Part (b) gives a reason to prefer the Weibull law: it keeps its form when the area changes. That consistency does not prove that it holds down to $10^{-7}$. Testing capacitors of several areas extends the range over which it can be checked.

## (f) At what voltage would 100 ppm of large gates fail in ten years? Assume $t\propto V^{-m}$ with $m=44$, at unchanged temperature and slope.

**Answer.** The power law applies to every percentile alike because the slope is unchanged. Hence $t_qV_{\text{stress}}^{m}=t_{\text{goal}}V_{\text{use}}^{m}$, and

$$V_{\text{use}}=V_{\text{stress}}\left(\frac{t_q}{t_{\text{goal}}}\right)^{1/m}.$$

Ten years are $3.156\times10^8$ s, so the lifetime must grow by a factor $2.15\times10^{10}$:

$$V_{\text{use}}=3.0\ \text{V}\times(2.15\times10^{10})^{-1/44}=1.75\ \text{V}.$$

With $m=40$ the answer is 1.66 V, and with $m=48$ it is 1.83 V. The large exponent makes the voltage far less sensitive than the time: a sixfold error in $t_q$ changes $V_{\text{use}}$ by a factor $6^{1/44}=1.04$, or four percent. The price is an extrapolation over ten decades in time, which rests on the assumed power law.

## (g) Estimate the effect of manufacturing defects, local variation of the oxide, series resistance and a cooler use temperature.

**Answer.** The inputs below are rough assumed values.

*Manufacturing defects.* Let defects be scattered at random with density $D$, and let each cause early failure. The probability of no defect in a gate is $e^{-DA_L}$, so the affected fraction is $1-e^{-DA_L}$. For $D=1$ per cm², $DA_L=10^{-3}$ and about 1000 ppm of the gates are affected, ten times the whole allowance. Defects alone use up 100 ppm at $D=0.10$ per cm². A sample of 100 small capacitors covers $10^{-4}$ cm² and, at $D=1$ per cm², has a chance of about $10^{-4}$ of containing even one defect. The small-capacitor test cannot exclude this failure mode.

*Local variation.* Suppose each area has its own scale time $\eta_i=\eta_Se^{sz_i}$, where the $z_i$ are independent standard normal variables and $\eta_S$ is now the median. The exponent of part (b) becomes a sum, which for many areas approaches $N$ times its average:

$$\sum_i\left(\frac{t}{\eta_i}\right)^\beta\approx N\left(\frac{t}{\eta_S}\right)^\beta\langle e^{-\beta sz}\rangle
=N\left(\frac{t}{\eta_S}\right)^\beta e^{\beta^2s^2/2}.$$

To keep the exponent fixed, $t$ must be multiplied by $e^{-\beta s^2/2}$. For $s=0.5$ this is 0.861. Simulated minima over 1000 such areas gave 0.858 for the 63 percent time. The weak areas outweigh the strong ones, but the loss is modest. The estimate holds the local slope at 1.2; a fit to capacitors that already contain this variation would return a lower slope, because the variation widens the spread of $\ln t$. Extrapolating with that lower slope would predict too short a 100 ppm time, an error that can be much larger than the modest loss found here.

*Series resistance.* Let the tunnelling current density at 3.0 V be 30 A/cm² and the series resistance 10 Ω. The small capacitor draws 30 µA and loses 0.30 mV, which lengthens its life by a factor 1.0044. The large gate would draw 30 mA and lose 300 mV. This is an upper estimate, because the current falls as the oxide voltage falls. It would lengthen the life by at most $(2.7/3.0)^{-44}\approx103$. The 14.7 ms of part (c) refers to the full 3.0 V across the gate structure; a direct test of the large gate could show a longer life merely because the voltage did not arrive.

*Temperature.* If $t\propto e^{E_a/k_BT}$ with $E_a=0.6$ eV, then cooling from 398 K to 358 K at fixed voltage multiplies the lifetime by

$$\exp\left[\frac{E_a}{k_B}\left(\frac1{358\ \text{K}}-\frac1{398\ \text{K}}\right)\right]=7.1.$$

## (h) How do these numbers relate to a real device?

**Answer.** The parameters are rough values in the regime of a silicon dioxide gate film about 2 nm thick, where slopes not far above one are typical; thicker films have larger slopes. The ratio of stress voltage to thickness is 15 MV/cm, a severe accelerated stress. It overstates the oxide field, since part of the voltage falls in the silicon and the gate electrode. In films this thin the first breakdown may be soft, leaving a leaky but working transistor, so the failure criterion used here can be stricter than the circuit requires.

Among the effects sized in parts (e) and (g), all at the stress voltage, the assumed form of the early tail moves the 100 ppm time most, by a factor of about 1600 for the lognormal alternative, which serves as an illustration of tail sensitivity, since a sample of 100 would usually reject that particular law. Defects act differently: above 0.10 per cm², under the assumptions of part (g), they exhaust the allowance whatever the intrinsic lifetime. The value 14.7 ms is thus the consequence of a Weibull law with slope 1.2 continued to a failed fraction of $10^{-7}$, for a gate without such defects. The numerical output following this text lists the values used.

## Numbers as computed

```
Weibull slope: 1.2
area ratio: 1000
allowed failed fraction: 100 ppm
small capacitor area: 1.0e-06 cm2
large gate area: 1.0e-03 cm2
oxide thickness: 2.0 nm
stress voltage: 3.0 V
stress voltage / thickness: 15.0 MV/cm
stress temperature: 398 K
small-capacitor 63 % lifetime: 1.00e+04 s
failed fraction at that time: 63.2 %
area factor (divide by): 316.2
large-gate 63 % lifetime: 31.62 s
same, from simulated minima: 31.59 s
slope of simulated minima: 1.198
percentile factor (divide by): 2154
total factor (divide by): 6.813e+05
lifetime ratio t_q/eta_s: 1.468e-06
large-gate 100 ppm lifetime: 1.4679e-02 s = 14.7 ms
same, from root finding: 1.4679e-02 s
relative error of small-q form: 4.2e-05
small-capacitor failed fraction then: 1.000e-07
sensitivity d ln t / d slope: 11.19
100 ppm lifetime for slope 1.0: 1.00 ms
100 ppm lifetime for slope 1.1: 4.33 ms
100 ppm lifetime for slope 1.3: 41.25 ms
ten-year goal: 3.156e+08 s
lifetime gain needed: 2.15e+10
voltage exponent: 44
ten-year voltage: 1.75 V
ten-year voltage, exponent 40: 1.66 V
ten-year voltage, exponent 48: 1.83 V
capacitors per simulated fit: 100
standard deviation of fitted slope: 0.096
same, large-sample formula: 0.094
fitted lifetime, 5th percentile: 2.8 ms
fitted lifetime, 95th percentile: 91.2 ms
lognormal 100 ppm lifetime: 23.9 s
lognormal / Weibull lifetime: 1626
local spread of ln(scale time): 0.5
lifetime factor from local spread: 0.861
same, simulated: 0.858
assumed defect density: 1.0 per cm2
large gates with a defect: 1000 ppm
defect density giving 100 ppm: 0.100 per cm2
stress current density: 30 A/cm2
series resistance: 10 ohm
voltage drop, small capacitor: 0.30 mV
voltage drop, large gate (upper): 300 mV
lifetime factor of drop, small: 1.0044
lifetime factor of drop, large (upper): 103
activation energy: 0.6 eV
cooler use temperature: 358 K
lifetime factor from cooler use: 7.1
```
